Transmission of a Thick Rectangular Barrier with Unequal Effective Masses

**1. What dimensions and symmetry fix**

An electron of energy E meets a dielectric layer of thickness d between two identical electrodes. The electrodes have effective mass m₁ and band bottom at energy zero; the layer has mass m₂ and barrier top V₀, with 0 < E < V₀. Motion is along x, normal to the layer, and there is no bias. The wavenumber in the electrodes and the decay constant in the layer are

k = √(2m₁E)/ħ,  κ = √[2m₂(V₀ − E)]/ħ.  (1)

The transmission probability T is a pure number, so it can depend only on pure numbers. Three are available: κd, k/κ and m₁/m₂. The wave equation reduces them to two. For a position-dependent mass, the Hermitian form used here is

−(ħ²/2) d/dx[(1/m) dψ/dx] + Vψ = Eψ.  (2)

Integrating (2) over a short interval around a face gives a change of ψ′/m equal to (2/ħ²)∫(V − E)ψ dx, which vanishes with the interval because the integrand is finite. Since ψ′ = m(ψ′/m) is then finite as well, ψ cannot jump. Hence

ψ and ψ′/m are continuous,  (3)

which is BenDaniel-Duke matching. Now measure length by s = κx and define

u = ψ,  v = (m₂/κ)(ψ′/m).  (4)

Both are continuous. Inside the layer ψ″ = κ²ψ, so that

du/ds = v,  dv/ds = u.  (5)

In an electrode, a wave exp(±ikx) has v = ±i r u, where

r = (k/m₁)/(κ/m₂).  (6)

The wavenumbers and masses of the electrodes therefore enter through r alone, and T = T(r, κd).

A symmetry restricts this function further. Equations (5) are unchanged when u and v are exchanged. Take a scattering solution for a given r and form ũ = v\*, ṽ = u\*. On the right, v = i r u becomes ṽ = (i/r)ũ, again an outgoing wave, but for the ratio 1/r. The current is proportional to Im(u\*v), and Im(ũ\*ṽ) = Im(v u\*) is the same. On the left, the incident amplitude is A = [u + v/(ir)]/2. The new one is

Ã = [v\* + (r/i)u\*]/2 = −ir[u\* + iv\*/r]/2 = −ir A\*.

The incident current, proportional to r|A|², becomes (1/r)r²|A|² = r|A|², also unchanged. Therefore

T(r, κd) = T(1/r, κd).  (7)

In a thick layer the wave reaching the far face has decayed once by exp(−κd), and probability is quadratic in amplitude. The form is thus T → P(r) exp(−2κd) with P(r) = P(1/r). A smooth P must be stationary in ln r at r = 1. Whether this is a maximum, and how high it is, requires the solution.

**2. Exact transmission**

Write a = κd. Let the transmitted wave have amplitude t at the right face, its phase being absorbed in t. Then u(a) = t and v(a) = i r t. The solution of (5) with these values is

u(s) = u(a) cosh(a − s) − v(a) sinh(a − s),
v(s) = v(a) cosh(a − s) − u(a) sinh(a − s),  (8)

as differentiation confirms. At the left face,

u(0) = t(cosh a − i r sinh a),
v(0) = t(i r cosh a − sinh a).  (9)

There the wave is an incident part A plus a reflected part B, so u(0) = A + B and v(0) = i r(A − B). Solving for A,

A = ½[u(0) + v(0)/(ir)]
 = (t/2)[2 cosh a − i r sinh a − sinh a/(ir)]
 = t[cosh a + (i/2)(1/r − r) sinh a],  (10)

since −1/(ir) = i/r. The electrodes are identical, so incident and transmitted waves have the same velocity and T = |t/A|². With cosh²a = 1 + sinh²a,

1/T = 1 + [1 + ¼(1/r − r)²] sinh²a.

The bracket is (4 + 1/r² − 2 + r²)/4 = (r + 1/r)²/4, and therefore

1/T = 1 + [(1 + r²)²/(4r²)] sinh²(κd).  (11)

This is unchanged by r → 1/r, as (7) requires, and never gives T above 1.

**3. The thick barrier and the size of the error**

Define

P = 16r²/(1 + r²)²,  x = exp(−2κd).  (12)

The coefficient of sinh² in (11) is 4/P, and sinh²(κd) = (1/x − 2 + x)/4. Hence

1/T = 1 + (1/P)(1/x − 2 + x) = [1 + (P − 2)x + x²]/(Px),

T = Px/[1 + (P − 2)x + x²].  (13)

No approximation has been made so far. For x ≪ 1 the denominator tends to 1 and

T ≈ P exp(−2κd) = [16r²/(1 + r²)²] exp(−2κd).  (14)

The error of (14), relative to the exact T, is (P − 2)x + x². Because 0 < P ≤ 4, as shown next, its magnitude is at most 2x + x². Thick thus means exp(−2κd) ≪ 1. The condition fails for a thin layer, and also for any fixed thickness when E comes close enough to V₀, because κ then tends to zero.

**4. The maximum of the prefactor**

Equation (12) can be written

P = 4[2r/(1 + r²)]².  (15)

From (1 − r)² ≥ 0 follows 2r ≤ 1 + r², with equality at r = 1 alone. So P ≤ 4, and the value 4 is reached when k/m₁ = κ/m₂. In the opposite limits P → 16r² for small r and P → 16/r² for large r.

The matched energy follows from (1) and (6):

r² = (2E/m₁)/[2(V₀ − E)/m₂] = m₂E/[m₁(V₀ − E)].  (16)

Setting r² = 1 gives m₂E = m₁V₀ − m₁E, or

E\* = V₀m₁/(m₁ + m₂).  (17)

This is the peak of P, not of the transmission. To compare the two, differentiate the logarithm of (14). From (12), d ln P/d ln r² = 1 − 2r²/(1 + r²) = (1 − r²)/(1 + r²). From (16), d ln r²/dE = 1/E + 1/(V₀ − E) = V₀/[E(V₀ − E)]. From (1), dκ/dE = −κ/[2(V₀ − E)]. Together,

d ln T/dE = [1/(V₀ − E)]{κd + (V₀/E)(1 − r²)/(1 + r²)}.  (18)

Below E\* both terms are positive. Above E\* the second is negative, but V₀/E < V₀/E\* = 1 + m₂/m₁ and the fraction has magnitude below 1. So the thick-barrier T still rises with energy wherever κd > 1 + m₂/m₁.

**5. Why a prefactor can exceed one**

Follow the wave through one face at a time. At the entrance of a very thick layer, an incident wave of unit amplitude produces a reflected amplitude b and a decaying wave c exp(−s), for which v = −u. Matching gives 1 + b = c and i r(1 − b) = −c, that is, 1 − b = ic/r. Adding, 2 = c(1 + i/r), so

|c|² = 4r²/(1 + r²).  (19)

At the exit, a decaying wave arrives with amplitude g and creates a growing wave of amplitude h. Matching gives g + h = t and −g + h = i r t. Subtracting, 2g = t(1 − ir), so

|t/g|² = 4/(1 + r²).  (20)

With |g|² = |c|²exp(−2κd), the product of (19) and (20) reproduces (14). At r = 1 each factor equals 2.

These factors are ratios of squared amplitudes, not probabilities. A single evanescent wave has v = −u, so Im(u\*v) = 0 and it carries no current. The current inside the layer comes from the interference of the decaying wave with the growing one created at the exit face. The two are equal in magnitude at that face, and the growing one is much the weaker at the entrance. No conservation law therefore limits either factor to 1; the limit applies to the whole T and is respected by (11).

The same argument covers unequal electrodes, with ratios r_L and r_R. The current ratio now contains the velocity ratio r_R/r_L:

P_LR = (r_R/r_L)·[4r_L²/(1 + r_L²)]·[4/(1 + r_R²)]
 = 16r_L r_R/[(1 + r_L²)(1 + r_R²)].  (21)

This is the geometric mean of the prefactors of the two symmetric structures.

**6. From one electron to a current density**

In a planar structure the wavevector q parallel to the layer is conserved. It adds ħ²q²/(2m) to the potential in (2), with the local mass, so κ² becomes κ² + q² and k² becomes k² − q². There are q dq/(2π) transverse states per unit area and spin. At zero temperature and small bias, each spin-degenerate channel contributes (2e²/h)T, where e is the elementary charge. The conductance per area is

G/A = (2e²/h) ∫ T(q) q dq/(2π).  (22)

For large κd only small q matters. Then √(κ² + q²) ≈ κ + q²/(2κ), and T(q) ≈ T(0) exp(−q²d/κ). Using ∫₀^∞ exp(−q²d/κ) q dq = κ/(2d),

G/A ≈ (2e²/h) T(0) κ/(4πd).  (23)

The next term of the square root, −q⁴/(8κ³), multiplies the integrand by about 1 + dq⁴/(4κ³). The average of q⁴ with the weight in (23) is 2(κ/d)², so this term raises the result by a fraction 1/(2κd). The dependence of r on q gives a further correction.

**7. A 2 nm silica-like layer between copper-like electrodes**

Take rough typical parameters: a Fermi energy of 7.0 eV above the band bottom, a barrier Φ = 3.0 eV above the Fermi level, m₁ = 1.0 m₀ and m₂ = 0.5 m₀, where m₀ is the free-electron mass. Then V₀ = 10.0 eV. With ħ²/(2m₀) = 0.0381 eV nm²,

k = √(1.0 × 7.0/0.0381) = 13.555 nm⁻¹,
κ = √(0.5 × 3.0/0.0381) = 6.275 nm⁻¹,
r = (13.555/1.0)/(6.275/0.5) = 1.080.

Hence r² = 7/6 and P = 16(7/6)/(13/6)² = 3.976, close to the maximum. For d = 2.0 nm, 2κd = 25.10 and

T = 3.976 × 1.259 × 10⁻¹¹ = 5.01 × 10⁻¹¹.

The error of the thick formula would reach 1% only at d = ln[(3.976 − 2)/0.01]/(2κ) = 0.42 nm. That thickness is a mathematical bound; a layer so thin is hardly a continuum with an effective mass.

The sharp-face rule was compared with gradual faces. Equation (2) was solved, as a pair of first-order equations for ψ and ψ′/m, with V and m varying smoothly together across each face as hyperbolic tangents of width parameter 0.002 nm. The result was 1.0001 times the sharp-face value. This checks the limit of sharp faces; the form (2) itself remains an assumption. That width is far below an atomic spacing. With the same profile and d measured between the midpoints of the faces, a width parameter of 0.05 nm gives 1.26 times the sharp-face value and 0.1 nm gives 2.4 times, so that T exp(2κd) is 5.0 and 9.7. The bound P ≤ 4 belongs to sharp faces only. Continuity of ψ′ instead of ψ′/m would replace r by k/κ = 2.16 and give P = 2.33. At fixed κ, that change is equivalent to a thickness error of ln(3.976/2.325)/(2κ) = 0.043 nm: appreciable in the prefactor, but only about 2% of the thickness.

Equation (17) places the peak at 10.0/1.5 = 6.67 eV, and a numerical search over energy finds the same energy and P = 4.000. At 8.5 eV the prefactor has fallen to 3.09, yet T is about 4700 times its value at the peak energy, with the layer held fixed. This is the dominance of the exponential expressed by (18).

The integral in (22) is 1.303 × 10⁻¹¹ nm⁻², against 1.250 × 10⁻¹¹ nm⁻² from (23). The excess is 4.3%; the term 1/(2κd) accounts for 4.0%. Multiplication by 2e²/h gives G/A = 0.101 S/cm². At 0.2 V, a mean field of 1.0 MV/cm, the ohmic current density is 0.101 × 0.2 = 0.020 A/cm². The complete values are in the numerical output.

**8. Corrections for the same layer**

The following factors are separate estimates. They are not to be multiplied into a prediction.

*Barrier tilt.* A bias of 0.2 V lowers the mean barrier by 0.1 eV. By the first term of (18), ln T changes by about (12.55/3.0) × 0.1 = 0.42, a factor of 1.5; the numerical solution gives 1.52 at the source Fermi level. Electrons lower in the bias window see a higher barrier. Averaged over the window at normal incidence, the factor is 1.03, which supports the ohmic estimate.

*Image force.* With a rough optical permittivity of 2.1 and all images in both electrodes, the barrier is lowered by 0.24 eV at its middle, and T rises by a factor of 34. A uniform lowering of 0.24 eV would change the exponential by only exp{25.10[1 − √(2.76/3.0)]} ≈ 2.8. The rest comes from the profile near the faces, where the lowering is larger and the forbidden region is shortened. The classical image potential diverges at the faces and is least reliable there; the value 34 is obtained by cutting it off at the electrode band bottom. A cutoff at the Fermi level gives 19, and image planes placed 0.05 nm inside the metal give 10, so only the order of magnitude is meaningful.

*Dispersion in the gap.* If 0.5 m₀ is a band-edge mass, a two-band model replaces κ² by κ²(1 − Φ/E_g). For a rough gap E_g = 8.0 eV, κ is multiplied by √(5/8) = 0.791 and the exponential grows by exp(25.10 × 0.209) ≈ 190. The factor is sensitive to the gap: E_g = 9.0 eV, closer to silica, gives about 100. If the mass has been fitted to tunnelling with the parabolic formula, this correction must not be added.

*Thickness.* A layer 10% thinner transmits 12 times more.

*Temperature.* At 400 K, thermal smearing at normal incidence multiplies the conductance by 1.04. Emission over the barrier, whose top is 2.67 eV above the Fermi level after tilt and image force, gives about 5 × 10⁻²⁷ A/cm² with the free-electron Richardson constant. It is negligible beside tunnelling here.

*Defects.* Place an attractive, very short-range level at the middle of the layer and tune it to the electron energy. Its bound state exp(−|s|) requires v to drop by 2u across the level. Start from the exit face, where the decaying and growing parts are g = t(1 − ir)/2 and h = t(1 + ir)/2. At the centre they are g₀ = g exp(a/2) and h₀ = h exp(−a/2), so just to the right u = g₀ + h₀ and v = −g₀ + h₀. Just to the left, v = −g₀ + h₀ + 2(g₀ + h₀) = g₀ + 3h₀. The decaying part there is (u − v)/2 = −h₀ and the growing part (u + v)/2 = g₀ + 2h₀. Carried to the entrance face, they become −h and g + 2h exp(−a) ≈ g. Thus u(0) = g − h = −i r t and v(0) = h + g = t, and

A = ½[−i r t + t/(ir)] = −(it/2)(r + 1/r),

T_res = 4/(r + 1/r)² = P/4.  (24)

The exponential has disappeared. For the example (24) gives 0.994, and the numerical solution agrees to the four digits printed. This is T at the energy of the isolated level. Coupling to the electrodes generally shifts the resonance slightly, by an amount that scales as exp(−κd), and at the shifted peak this symmetric structure has T = 1. A real trap occupies a small area and is seldom tuned or centred. A fair comparison counts channels, each limited to 2e²/h in this independent-electron picture. By (22), direct tunnelling equals 1.303 × 10⁻¹¹ nm⁻² = 1.3 × 10³ cm⁻² such ideal channels. Far more traps than this are needed in practice. The width of the resonance also scales as exp(−κd), so at 0.2 V or at 400 K even a tuned, centred level transmits only a small part of the electrons offered to it and conducts far below its ceiling. For the example the full width is 8.5 × 10⁻⁵ eV and the reduction is about 10⁻³, so in this model about 10⁶ cm⁻² tuned, centred levels would match direct tunnelling.

**9. Relation to interconnect dielectrics**

The 2 nm layer is far thinner than the usual dielectric between neighbouring copper lines; it represents a very thin film or a locally thinned spot. For a 20 nm gap the same zero-bias model gives T ≈ 10⁻¹⁰⁸. At 1 MV/cm the potential drop across that gap is 2 V. Even if the whole barrier were lowered by 2 eV, to 1 eV, the exponent would be 251/√3 = 145, still an entirely negligible transmission at the Fermi level. At this thickness the slope κd/Φ ≈ 42 eV⁻¹ exceeds 1/kT = 29 eV⁻¹ at 400 K, so the current is carried instead by electrons near the barrier top; with tilt and image force it is about 3 × 10⁻²⁸ A/cm², also far below anything measurable. Leakage that is measurable across such a gap at this field must therefore have another path, within the parabolic model and these barrier parameters. Conduction assisted by defects is one candidate. Equation (24) shows how strongly the result rests on the assumption of a defect-free layer: for the 2 nm example, a centred level tuned to the electron energy moves the one-dimensional T from 5 × 10⁻¹¹ to nearly 1. The current that real defects carry depends on their number, energies and positions, which this model does not supply. The field used is about 0.2 of a rough breakdown field of 5 MV/cm, so the example lies below immediate breakdown, but this ratio says nothing about lifetime under prolonged stress.

Table of computed values

```
Fermi energy above band bottom (rough): 7.0 eV
barrier above Fermi level (rough): 3.0 eV
barrier top above band bottom V0: 10.0 eV
electrode mass, barrier mass: 1.0, 0.5 m0
thickness d: 2.0 nm
bias: 0.2 V
mean field: 1.00 MV/cm
hbar^2/(2 m0): 0.038100 eV nm^2
k: 13.555 1/nm
kappa: 6.275 1/nm
r: 1.0801 (dimensionless)
prefactor P: 3.9763 (dimensionless)
exponent 2 kappa d: 25.098 (dimensionless)
exp(-2 kappa d): 1.2588e-11 (dimensionless)
T thick formula: 5.0053e-11 (dimensionless)
T from matching: 5.0053e-11 (dimensionless)
T graded faces / T sharp faces: 1.00011 (ratio)
face grading width parameter: 0.002 nm
thickness for 1% error of thick formula: 0.421 nm
energy of prefactor peak, search: 6.6667 eV
energy of prefactor peak, formula: 6.6667 eV
peak prefactor, search: 4.000000 (dimensionless)
prefactor at 8.5 eV: 3.0851 (dimensionless)
T at 8.5 eV / T at peak energy: 4.671e+03 (ratio)
prefactor if psi' were continuous: 2.3253 (dimensionless)
thickness error equal to that change: 0.0428 nm
unequal case, right mass and band bottom: 0.3 m0, 4.0 eV
unequal case, rR and prefactor: 1.2910, 3.8615 (dimensionless)
integral of T q dq/(2 pi): 1.3031e-11 1/nm^2
leading estimate T kappa/(4 pi d): 1.2496e-11 1/nm^2
conductance per area: 1.0097e-01 S/cm^2
ohmic current density at bias: 2.0193e-02 A/cm^2
line spacing for comparison: 20 nm
log10 T at line spacing, zero bias: -108.40 (dimensionless)
tilt factor at Fermi level: 1.519 (ratio)
tilt factor, mean over bias window: 1.031 (ratio)
optical permittivity (rough): 2.1 (relative)
image lowering at mid-barrier: 0.238 eV
image-force factor on T: 34.07 (ratio)
dielectric gap (rough): 8.0 eV
two-band factor on exponential: 191.8 (ratio)
factor for 10% thinner film: 12.30 (ratio)
temperature of use: 400 K
thermal smearing factor, normal incidence: 1.0357 (ratio)
barrier top with tilt and image force: 2.669 eV
thermionic current density: 4.51e-27 A/cm^2
breakdown field (rough): 5.0 MV/cm
field / breakdown field: 0.20 (ratio)
T with tuned central level: 0.9941 (dimensionless)
P/4: 0.9941 (dimensionless)
ideal resonant channels matching direct tunnelling: 1.303e+03 1/cm^2
```
